# The Half-Filled Hubbard Dimer: An Exact Second-Order Self-Energy: verification in Python

```python
"""Half-filled Hubbard dimer: exact correlation self-energy.

Result under test (zero temperature, hopping t > 0, mu = U/2):
    Sigma_bonding(w)     = (U^2/4) / (w - 3t)
    Sigma_antibonding(w) = (U^2/4) / (w + 3t)
and both equal second-order perturbation theory with bare propagators.
w is measured from mu; the Hartree term U/2 is excluded from Sigma.
Energies are in Ry and hbar = 1. The exact side is a diagonalization of
the full 16-state Fock space; the second-order side is a quadrature over
imaginary time of -U^2 G_ij(tau)^2 G_ji(-tau).
"""
from functools import reduce
import numpy as np
from scipy.constants import physical_constants

# Fermion annihilators by the Jordan-Wigner construction.
# Mode order: site 1 up, site 2 up, site 1 down, site 2 down.
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])
identity = np.eye(2)


def annihilator(mode):
    factors = [parity] * mode + [lower] + [identity] * (3 - mode)
    return reduce(np.kron, factors)


c1u, c2u, c1d, c2d = [annihilator(m) for m in range(4)]
bond_up, anti_up = (c1u + c2u) / np.sqrt(2), (c1u - c2u) / np.sqrt(2)
bond_dn, anti_dn = (c1d + c2d) / np.sqrt(2), (c1d - c2d) / np.sqrt(2)


def number(c):
    return c.T @ c


def hamiltonian(t, U):
    """Grand-canonical Hamiltonian H - mu N with mu = U/2."""
    hop = c1u.T @ c2u + c1d.T @ c2d
    double = number(c1u) @ number(c1d) + number(c2u) @ number(c2d)
    total = sum(number(c) for c in (c1u, c2u, c1d, c2d))
    return -t * (hop + hop.T) + U * double - 0.5 * U * total


def site_green(t, U, z, kT=0.0):
    """Exact 2x2 spin-up Green function from the Lehmann sum."""
    E, V = np.linalg.eigh(hamiltonian(t, U))
    if kT == 0.0:
        p = np.zeros(16)
        p[0] = 1.0
    else:
        p = np.exp(-(E - E[0]) / kT)
        p /= p.sum()
    amp = [V.T @ c @ V for c in (c1u, c2u)]
    kernel = (p[:, None] + p[None, :]) / (z - (E[None, :] - E[:, None]))
    return np.array([[np.sum(kernel * a * b) for b in amp] for a in amp])


def exact_sigma(t, U, z, kT=0.0):
    """Correlation self-energy in the site basis, by matrix inversion."""
    h = np.array([[0.0, -t], [-t, 0.0]])
    return z * np.eye(2) - h - np.linalg.inv(site_green(t, U, z, kT))


rotation = np.array([[1.0, 1.0], [1.0, -1.0]]) / np.sqrt(2)


def to_orbitals(matrix):
    return rotation @ matrix @ rotation


def second_order_sigma(t, U_vertex, U_propagator, nu):
    """Second-order self-energy at w = i*nu by imaginary-time quadrature.

    U_propagator = 0 gives bare lines, U_propagator = U exact dressed lines.
    """
    E, V = np.linalg.eigh(hamiltonian(t, U_propagator))
    amp = [V.T @ c @ V for c in (c1u, c2u)]
    x, weight = np.polynomial.legendre.leggauss(300)
    tau_max = 15.0 / t
    tau, weight = 0.5 * tau_max * (x + 1), 0.5 * tau_max * weight
    decay = np.exp(-np.outer(tau, E - E[0]))
    later = np.array([[-decay @ (a[0] * b[0]) for b in amp] for a in amp])
    earlier = np.array([[decay @ (a[:, 0] * b[:, 0]) for b in amp]
                        for a in amp])
    sig_later = -U_vertex**2 * later**2 * earlier.transpose(1, 0, 2)
    sig_earlier = -U_vertex**2 * earlier**2 * later.transpose(1, 0, 2)
    phase = np.exp(1j * nu * tau)
    return (sig_later * phase + sig_earlier * phase.conj()) @ weight


def orbital_poles(c, t, U):
    """Poles and weights of a zero-temperature orbital Green function."""
    E, V = np.linalg.eigh(hamiltonian(t, U))
    a = V.T @ c @ V
    energies = np.concatenate([E - E[0], E[0] - E])
    weights = np.concatenate([a[0]**2, a[:, 0]**2])
    merged = {}
    for e, w in zip(energies, weights):
        if w > 1e-12:
            key = round(float(e), 8)
            merged[key] = merged.get(key, 0.0) + float(w)
    return sorted(merged.items())


def formula(t, U, z):
    return np.diag([U**2 / 4 / (z - 3 * t), U**2 / 4 / (z + 3 * t)])


# Exact self-energy against the formula, weak to strong, both signs of U.
for t_test in (0.15, 0.4):
    for U_test in (-1.1, 0.1, 0.8, 3.0):
        E_test = np.linalg.eigvalsh(hamiltonian(t_test, U_test))
        assert E_test[1] - E_test[0] > 1e-3       # unique ground state
        for z_test in (0.2j, 0.3 + 0.2j, -0.7 + 0.1j):
            exact = to_orbitals(exact_sigma(t_test, U_test, z_test))
            assert np.allclose(exact, formula(t_test, U_test, z_test),
                               rtol=1e-8, atol=1e-9)

# Worked example
t, U, nu = 0.15, 0.8, 0.2
z = 1j * nu
C = np.sqrt(U**2 + 16 * t**2)
E, V = np.linalg.eigh(hamiltonian(t, U))
ground = V[:, 0]


def mean(operator):
    return float(ground @ operator @ ground)


E0 = E[0] + U                  # restores mu N = U for two electrons
P_bb = mean(number(bond_up) @ number(bond_dn))
P_aa = mean(number(anti_up) @ number(anti_dn))
density = mean(number(c1u))
assert np.isclose(E0, (U - C) / 2)
assert np.isclose(P_bb, (1 + 4 * t / C) / 2)
assert np.isclose(P_aa, (1 - 4 * t / C) / 2)
assert np.isclose(density, 0.5)

# Pole positions and weights
poles_b = orbital_poles(bond_up, t, U)
poles_a = orbital_poles(anti_up, t, U)
assert len(poles_b) == 2 and len(poles_a) == 2
assert np.allclose(poles_b, [(t - C / 2, P_bb), (t + C / 2, P_aa)])
assert np.allclose(poles_a, [(-t - C / 2, P_aa), (-t + C / 2, P_bb)])

# Spectral moments from commutators, and the U-independent sum of poles
H = hamiltonian(t, U)
K = bond_up @ H - H @ bond_up
moment1 = mean(K @ bond_up.T + bond_up.T @ K)
moment2 = mean(K @ K.T + K.T @ K)
assert np.isclose(moment1, -t)
assert np.isclose(moment2, t**2 + U**2 / 4)
for U_test in (0.1, 0.8, 3.0):
    pair = orbital_poles(bond_up, t, U_test)
    assert np.isclose(sum(e for e, _ in pair), 2 * t, atol=1e-7)
pole_sum = sum(e for e, _ in poles_b)
sigma_pole = pole_sum - moment1
sigma_strength = moment2 - moment1**2
assert np.isclose(sigma_pole, 3 * t, atol=1e-7)

# Three roads to the self-energy at w = i*nu
site_sigma = exact_sigma(t, U, z)
exact = to_orbitals(site_sigma)
bare = to_orbitals(second_order_sigma(t, U, 0.0, nu))
closed = formula(t, U, z)
assert np.allclose(bare, closed, atol=1e-10)
assert np.allclose(exact, bare, atol=1e-10)
assert np.isclose(site_sigma[0, 0], U**2 / 4 * z / (z**2 - 9 * t**2))
assert np.isclose(site_sigma[0, 1], U**2 / 4 * 3 * t / (z**2 - 9 * t**2))
green = to_orbitals(site_green(t, U, z))
assert np.isclose(green[0, 0], (z - 3 * t) / ((z - t)**2 - C**2 / 4))

# Dressed lines and nonzero temperature both change the answer.
dressed = to_orbitals(second_order_sigma(t, U, U, nu))
kT = 0.1
thermal = to_orbitals(exact_sigma(t, U, z, kT))
assert abs(dressed[0, 0] - closed[0, 0]) > 0.05 * abs(closed[0, 0])
assert abs(thermal[0, 0] - closed[0, 0]) > 0.05 * abs(closed[0, 0])


def gap_of(U_value):
    levels = [e for c in (bond_up, anti_up)
              for e, _ in orbital_poles(c, t, U_value)]
    return min(e for e in levels if e > 0) - max(e for e in levels if e < 0)


gap, gap_hf = gap_of(U), gap_of(0.0)
assert np.isclose(gap, C - 2 * t, atol=1e-7)
assert np.isclose(gap_hf, 2 * t, atol=1e-7)
ry_ev = physical_constants["Rydberg constant times hc in eV"][0]


def show(label, value, unit):
    if isinstance(value, complex):
        text = f"{value.real:.6f} {value.imag:+.6f}i"
    else:
        text = f"{value:.6f}"
    print(f"{label}: {text} {unit}".rstrip())


show("hopping t", t, "Ry")
show("interaction U", U, "Ry")
show("C = sqrt(U^2+16t^2)", float(C), "Ry")
show("ground energy E0 (without -mu N)", float(E0), "Ry")
show("weight of |bb>", P_bb, "")
show("weight of |aa>", P_aa, "")
show("density per site and spin", density, "")
for name, poles in (("bonding", poles_b), ("antibonding", poles_a)):
    for energy, weight in poles:
        print(f"{name} pole: {energy:.6f} Ry, weight {weight:.6f}")
show("first moment of G_b", moment1, "Ry")
show("second moment of G_b", moment2, "Ry^2")
show("sum of the G_b poles", pole_sum, "Ry")
show("pole of Sigma_b", sigma_pole, "Ry")
show("strength of Sigma_b", sigma_strength, "Ry^2")
show("imaginary frequency nu (w = i nu)", nu, "Ry")
show("G_b(i nu), exact", complex(green[0, 0]), "1/Ry")
show("Sigma_b, exact inversion", complex(exact[0, 0]), "Ry")
show("Sigma_b, second order, bare lines", complex(bare[0, 0]), "Ry")
show("Sigma_b, closed formula", complex(closed[0, 0]), "Ry")
show("Sigma_a, exact inversion", complex(exact[1, 1]), "Ry")
show("Sigma_a, second order, bare lines", complex(bare[1, 1]), "Ry")
show("Sigma_a, closed formula", complex(closed[1, 1]), "Ry")
show("Sigma_11, exact", complex(site_sigma[0, 0]), "Ry")
show("Sigma_12, exact", complex(site_sigma[0, 1]), "Ry")
for U_value in (0.1, 0.8, 3.0):
    ratio = to_orbitals(exact_sigma(t, U_value, z))[0, 0] * 4 / U_value**2
    show(f"4 Sigma_b/U^2 at U = {U_value} Ry", complex(ratio), "1/Ry")
show("Sigma_b, second order, dressed lines", complex(dressed[0, 0]), "Ry")
show("temperature kT of the thermal test", kT, "Ry")
show("Sigma_b, exact at that kT", complex(thermal[0, 0]), "Ry")
show("Hartree-Fock gap", gap_hf, "Ry")
show("exact gap", gap, "Ry")
show("exact gap", gap * ry_ev, "eV")
print("OK")
```

It prints:

```
hopping t: 0.150000 Ry
interaction U: 0.800000 Ry
C = sqrt(U^2+16t^2): 1.000000 Ry
ground energy E0 (without -mu N): -0.100000 Ry
weight of |bb>: 0.800000
weight of |aa>: 0.200000
density per site and spin: 0.500000
bonding pole: -0.350000 Ry, weight 0.800000
bonding pole: 0.650000 Ry, weight 0.200000
antibonding pole: -0.650000 Ry, weight 0.200000
antibonding pole: 0.350000 Ry, weight 0.800000
first moment of G_b: -0.150000 Ry
second moment of G_b: 0.182500 Ry^2
sum of the G_b poles: 0.300000 Ry
pole of Sigma_b: 0.450000 Ry
strength of Sigma_b: 0.160000 Ry^2
imaginary frequency nu (w = i nu): 0.200000 Ry
G_b(i nu), exact: 1.441996 -1.071102i 1/Ry
Sigma_b, exact inversion: -0.296907 -0.131959i Ry
Sigma_b, second order, bare lines: -0.296907 -0.131959i Ry
Sigma_b, closed formula: -0.296907 -0.131959i Ry
Sigma_a, exact inversion: 0.296907 -0.131959i Ry
Sigma_a, second order, bare lines: 0.296907 -0.131959i Ry
Sigma_a, closed formula: 0.296907 -0.131959i Ry
Sigma_11, exact: -0.000000 -0.131959i Ry
Sigma_12, exact: -0.296907 -0.000000i Ry
4 Sigma_b/U^2 at U = 0.1 Ry: -1.855670 -0.824742i 1/Ry
4 Sigma_b/U^2 at U = 0.8 Ry: -1.855670 -0.824742i 1/Ry
4 Sigma_b/U^2 at U = 3.0 Ry: -1.855670 -0.824742i 1/Ry
Sigma_b, second order, dressed lines: -0.039279 -0.022117i Ry
temperature kT of the thermal test: 0.100000 Ry
Sigma_b, exact at that kT: -0.130213 -0.544338i Ry
Hartree-Fock gap: 0.300000 Ry
exact gap: 0.700000 Ry
exact gap: 9.523985 eV
OK
```
